\section*{Choosing the Number of Laplace Points for Opposite-Spin Second-Order Energies}

\section{What the setting controls}

For triplet O$_2$ with frozen $1s$ cores, a six-point Laplace quadrature reproduces the opposite-spin second-order energy to $0.51$ microhartree. The error bound for the same six points is $8.0$ microhartree, and it takes seven points to bring this bound below one microhartree. Meanwhile density fitting has already shifted the energy by $48$ microhartree, which no number of quadrature points can remove. This guide explains these three numbers and derives from them how to set the number of points $n$.

The molecule has a bond length of $2.28$ bohr and is treated in the cc-pVTZ basis with the cc-pVTZ-RI fitting basis. Its spin-unrestricted orbitals come from the self-consistent part of the double hybrid B2PLYP. The energies, the range of denominators and the point counts given below belong to this orbital basis, which has no core-correlating functions, and to one exchange-correlation integration grid; they are not converged properties of O$_2$ and must be recomputed for another basis. Hartree atomic units are used throughout, and orbitals are real.

Let $i,j$ denote occupied and $a,b$ virtual orbitals, with $i,a$ of spin $\alpha$ and $j,b$ of spin $\beta$. Define the gaps $d_{ia}=\varepsilon_a-\varepsilon_i$, all assumed positive, and
\[
K_{ia,jb}=(ia|jb)=\iint \frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_j(\mathbf r')\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]
Second-order perturbation theory gives each double excitation the squared coupling divided by minus the excitation energy. For electrons of opposite spin the exchange integral vanishes by spin orthogonality, so the coupling is $K_{ia,jb}$ and
\begin{equation}
E=-\sum_{ia}\sum_{jb}\frac{K_{ia,jb}^2}{x_{ia,jb}},\qquad x_{ia,jb}=d_{ia}+d_{jb}.
\label{eq:E}
\end{equation}
A double hybrid multiplies $E$ by a coefficient $c$. B2PLYP has $c=0.27$ and adds the same-spin part with the same weight; here only the opposite-spin part is considered. Unless stated otherwise, accuracies refer to $E$ before this multiplication.

\section{Density fitting}

Each product $\rho_{ia}=\phi_i\phi_a$ is approximated by $\tilde\rho_{ia}=\sum_P C^P_{ia}\chi_P$, with $N_{\rm aux}$ fitting functions $\chi_P$. The coefficients minimize the Coulomb self-repulsion of the residual $r_{ia}=\rho_{ia}-\tilde\rho_{ia}$:
\[
(r_{ia}|r_{ia})=(ia|ia)-2\sum_P C^P_{ia}(P|ia)+\sum_{PQ}C^P_{ia}J_{PQ}C^Q_{ia},\qquad J_{PQ}=(P|Q).
\]
Setting the derivative with respect to $C^P_{ia}$ to zero gives
\begin{equation}
\sum_Q J_{PQ}C^Q_{ia}=(P|ia),\qquad\text{that is,}\qquad (P|r_{ia})=0 .
\label{eq:fit}
\end{equation}
With the Cholesky factorization $J=LL^T$, one has $J^{-1}=L^{-T}L^{-1}$, and the repulsion of two fitted densities is
\begin{align}
(\tilde\rho_{ia}|\tilde\rho_{jb})
&=\sum_{PQ}(ia|P)(J^{-1})_{PQ}(Q|jb)
=\sum_P B^P_{ia}B^P_{jb},\\
B^P_{ia}&=\sum_Q (L^{-1})_{PQ}(Q|ia).
\end{align}
By \eqref{eq:fit} a residual has no Coulomb interaction with any fitted density. Inserting $\rho=\tilde\rho+r$ on both sides therefore removes the cross terms:
\begin{equation}
(ia|jb)-(\tilde\rho_{ia}|\tilde\rho_{jb})=(r_{ia}|r_{jb}).
\end{equation}
The error is of second order in the residuals. For $jb=ia$ it is a self-repulsion and cannot be negative. For two different pairs it can have either sign, so this argument does not fix the sign of the energy error.

For O$_2$ with frozen cores, the four-centre integrals give $E=-0.374589$ hartree and the fitted ones $-0.374541$ hartree. The difference of $48$ microhartree belongs to the fitting basis. From here on, $K$ and $E$ mean the fitted quantities, and the quadrature error is measured relative to them.

\section{How the quadrature lowers the cost}

The denominator in \eqref{eq:E} ties the $\alpha$ pair to the $\beta$ pair. For $x>0$,
\begin{equation}
\frac1x=\int_0^\infty e^{-xt}\,dt\approx\sum_{k=1}^n w_k e^{-xt_k},
\label{eq:laplace}
\end{equation}
and the exponential separates: $e^{-xt}=e^{-d_{ia}t}e^{-d_{jb}t}$. The squared fitted integral separates too, once the two factors carry different summation indices:
\[
K_{ia,jb}^2=\sum_{PQ}\left(B^P_{ia}B^Q_{ia}\right)\left(B^P_{jb}B^Q_{jb}\right).
\]
Inserting both into \eqref{eq:E} and summing over $ia$ and $jb$ independently gives
\begin{align}
E_n&=-\sum_{k=1}^n w_k\sum_{PQ}X^\alpha_{PQ}(t_k)X^\beta_{PQ}(t_k),\label{eq:En}\\
X^\sigma_{PQ}(t)&=\sum_{ia\in\sigma}B^P_{ia}B^Q_{ia}e^{-d_{ia}t}.
\end{align}
The same-spin energy also contains $(ia|jb)(ib|ja)$. There $a$ is paired with $i$ in one factor and with $j$ in the other, so this regrouping into two independent pair sums is not available.

Let $N$ measure system size, and let a spin have $o$ occupied orbitals, $v$ virtual orbitals and $p=ov$ pairs, in a basis of $N_{\rm ao}$ functions. All these dimensions except $p$ grow as $N$. The leading multiplication counts are:
\begin{itemize}
\item transforming $(P|\mu\nu)$ to $(P|ia)$: $N_{\rm aux}\,o\,N_{\rm ao}^2+N_{\rm aux}\,o\,N_{\rm ao}\,v$ per spin;
\item multiplying by $L^{-1}$: $N_{\rm aux}^2\,p$ per spin;
\item building $X^\alpha$ and $X^\beta$ at $n$ points: $n N_{\rm aux}^2(p_\alpha+p_\beta)$.
\end{itemize}
Each is of fourth order at fixed $n$. Factorizing $J$ and attaching the exponentials are of third order, and the final sum over $PQ$ is of second order. The direct sum must instead form every $K_{ia,jb}$, at a cost of $N_{\rm aux}p_\alpha p_\beta$, which is of fifth order.

A count of the multiplications executed when all dimensions are doubled gives exponents of $4.00$ for the fitting steps, $3.95$ for \eqref{eq:En} and $4.94$ for the direct sum. The last two lie slightly below the integers because lower-order terms still contribute.

Fourth order does not mean cheaper for a small molecule. For $M$ copies of a molecule treated without use of sparsity, the two energy steps cost $M^4nN_{\rm aux}^2(p_\alpha+p_\beta)$ and $M^5N_{\rm aux}p_\alpha p_\beta$. They are equal at
\begin{equation}
M_\ast=\frac{nN_{\rm aux}(p_\alpha+p_\beta)}{p_\alpha p_\beta}
=\frac{7\times162\times(357+265)}{357\times265}\approx7.5
\end{equation}
for frozen-core O$_2$ with $n=7$. With the same frozen-core dimensions and nine points, the number that ten copies need at fixed total error (see below), the crossover moves to $9.6$ molecules. With all electrons correlated it is $7.1$ for the nine points that one molecule needs and $7.9$ for the ten points that ten copies need. These operation counts are for building the full matrices $X^\sigma$. Since $X^\sigma_{PQ}=X^\sigma_{QP}$, computing only the elements with $P\le Q$ would roughly halve the crossover sizes. Run times also depend on the hardware.

\section{From quadrature error to energy error}

Define the relative error of the quadrature at denominator $x$,
\begin{equation}
\epsilon(x)=x\sum_k w_ke^{-xt_k}-1 ,
\end{equation}
so that $\sum_kw_ke^{-xt_k}=[1+\epsilon(x)]/x$. Then
\begin{equation}
E_n-E=-\sum_{ia,jb}\frac{K_{ia,jb}^2}{x_{ia,jb}}\,\epsilon(x_{ia,jb}).
\end{equation}
All the factors $K^2/x$ are non-negative and they sum to $|E|$. If $|\epsilon|\le\eta$ on the whole interval $[x_{\min},x_{\max}]$ of denominators, then
\begin{equation}
|E_n-E|\le\eta\,|E| .
\label{eq:bound}
\end{equation}
An error of at most $\delta$ in $E$ is therefore guaranteed if $\eta\le\delta/|E|$. With $\eta$ the largest $|\epsilon|$ on the interval, this condition is also necessary if only $|E|$ and the interval are known, because nearly all of the sum could come from denominators where $|\epsilon|=\eta$. The unknown $|E|$ is no obstacle: \eqref{eq:bound} gives $|E_n|\ge(1-\eta)|E|$, hence $|E|\le|E_n|/(1-\eta)$ for $\eta<1$.

The interval enters through one number. Put $x=x_{\min}y$, $t_k=\tau_k/x_{\min}$ and $w_k=\omega_k/x_{\min}$. Then $xw_k=y\omega_k$ and $xt_k=y\tau_k$, so
\begin{equation}
\epsilon=y\sum_k\omega_ke^{-y\tau_k}-1,\qquad 1\le y\le R=\frac{x_{\max}}{x_{\min}} .
\end{equation}
The smallest attainable $\eta$ depends on $n$ and $R$ alone. If all denominators were equal, $R=1$, one point with $\omega e^{-\tau}=1$ would be exact. A wide range of denominators is what requires more points.

For O$_2$ the smallest denominator is $1.164$ hartree. The largest is $27.75$ hartree with frozen cores and $64.65$ hartree with all electrons correlated, so $R=23.8$ and $55.5$. The permitted relative error for one microhartree is
\[
\eta=\frac{10^{-6}}{0.37454}=2.67\times10^{-6}
\]
with frozen cores and $2.53\times10^{-6}$ with all electrons.

\section{The best rule, and why fewer points cannot guarantee the result}

The best rule minimizes the largest $|\epsilon|$ on $[1,R]$. It can be computed by starting from a least-squares fit in the variables $\ln\tau_k$ and $\ln\omega_k$. One then locates $2n+1$ successive extrema $y_0<\dots<y_{2n}$ of alternating sign, endpoints included, and solves
\begin{equation}
\epsilon(y_m)=(-1)^m\lambda,\qquad m=0,\dots,2n,
\end{equation}
by Newton steps for the $2n$ parameters and the common height $\lambda$. The derivatives needed are
\[
\frac{\partial\epsilon}{\partial\ln\omega_k}=y\omega_ke^{-y\tau_k},\qquad
\frac{\partial\epsilon}{\partial\ln\tau_k}=-y^2\tau_k\omega_ke^{-y\tau_k}.
\]
The extrema are located again and the process is repeated until their heights agree.

The alternation certifies the result. Suppose $\epsilon$ alternates in sign at $2n+1$ points with $|\epsilon|\ge m_0$ at each, and suppose another rule with at most $n$ terms had an error $\epsilon'$ smaller than $m_0$ everywhere. At those points $\epsilon-\epsilon'$ would have the sign of $\epsilon$, so it would have at least $2n$ zeros between them. But $(\epsilon-\epsilon')/y$ is a sum of at most $2n$ exponentials, and it is not identically zero.

A sum of $q$ exponentials with distinct exponents and non-zero coefficients has at most $q-1$ real zeros. This is clear for $q=1$. For larger $q$, multiply by the inverse of one exponential, which leaves the zeros unchanged and turns that term into a constant. Differentiation removes the constant and leaves $q-1$ exponentials, with at most $q-2$ zeros by induction. Between two zeros of a function its derivative vanishes, so the original sum has at most $q-1$ zeros. With $q\le2n$ this contradicts the $2n$ zeros found above. Hence no rule with $n$ or fewer terms has a largest error below $m_0$.

The results for O$_2$, in microhartree, are as follows. ``Bound'' is $\eta|E|$ and ``error'' is $E_n-E$.
\begin{center}
\begin{tabular}{rrrrr}
\hline
 & \multicolumn{2}{c}{frozen core} & \multicolumn{2}{c}{all electrons}\\
$n$ & bound & error & bound & error\\
\hline
4 & 502 & $-20.1$ & 2026 & $253$\\
5 & 63.8 & $-1.33$ & 362 & $-27.6$\\
6 & 7.97 & $-0.51$ & 63.4 & $-1.42$\\
7 & 0.98 & $0.16$ & 11.0 & $-0.44$\\
8 & & & 1.89 & $0.24$\\
9 & & & 0.32 & $0.01$\\
\hline
\end{tabular}
\end{center}
The guaranteed counts are therefore seven and nine. The numerical check confirms, with errors evaluated on a fine grid in $y$, that these rules meet the target and that the lower bound for one point fewer exceeds it.

The observed error is below one microhartree from $n=6$ and $n=7$ on, respectively. The reason it can be so much smaller than the bound is that $(E_n-E)/E$ is an average of $\epsilon$ with the positive weights $K^2/(x|E|)$. Since $\epsilon$ changes sign $2n$ times, contributions can cancel, and terms near its zeros contribute little. How much is gained depends on how the weights are distributed over $x$, so a count that works for O$_2$ by this route is not a guarantee for another molecule with the same $R$.

The seven-point frozen-core rule can be checked by hand at $x_{\min}$. In inverse hartree, rounded to six decimals, its points and weights are
\begin{center}
\begin{tabular}{rrr}
\hline
$t_k$ & $w_k$ & $w_ke^{-x_{\min}t_k}$\\
\hline
0.019660 & 0.050958 & 0.04980\\
0.108269 & 0.129691 & 0.11433\\
0.290385 & 0.243242 & 0.17347\\
0.621482 & 0.438415 & 0.21265\\
1.224144 & 0.807158 & 0.19410\\
2.354503 & 1.541287 & 0.09941\\
4.613257 & 3.267064 & 0.01519\\
\hline
\end{tabular}
\end{center}
The last column sums to $0.85895$, and $1/x_{\min}=1/1.1642=0.85896$, which agrees within the rounding of the entries. At $x_{\max}$ the factor $e^{-xt}$ suppresses the large $t_k$, and the small ones carry the sum. The rounded entries serve for this check only: used as a rule, they have a largest relative error of $5.6\times10^{-6}$, which raises the bound from $0.98$ to $2.1$ microhartree. A calculation should keep the points and weights in full precision.

\section{How the number of points grows}

An explicit rule gives an upper bound on $n$ in terms of $R$ and $\eta$. With $t=e^s$ the relative form of \eqref{eq:laplace} is
\[
1=\int_{-\infty}^{\infty}g(s)\,ds,\qquad g(s)=y\,e^{s}e^{-ye^{s}} .
\]
Apply the trapezoidal rule with step $h$ and offset $s_0$. Poisson summation gives
\begin{equation}
h\sum_{k=-\infty}^{\infty} g(s_0+kh)=\sum_{m=-\infty}^{\infty}e^{2\pi ims_0/h}\,\hat g\!\left(\frac{2\pi m}{h}\right),\quad
\hat g(q)=\int_{-\infty}^{\infty} g(s)e^{-iqs}ds .
\end{equation}
Substitute $u=ye^s$, so that $ds=du/u$, $g=ue^{-u}$ and $e^{-iqs}=(u/y)^{-iq}$:
\begin{equation}
\hat g(q)=y^{iq}\int_0^\infty u^{-iq}e^{-u}du=y^{iq}\,\Gamma(1-iq).
\end{equation}
The term $m=0$ is the exact value $1$. The terms $m=\pm1$ are complex conjugates, and together they oscillate in $\ln y$ with amplitude $2|\Gamma(1+2\pi i/h)|$. From $|\Gamma(1+iq)|^2=\pi q/\sinh\pi q\approx2\pi q\,e^{-\pi q}$ with $q=2\pi/h$,
\begin{equation}
2\left|\Gamma\!\left(1+\frac{2\pi i}{h}\right)\right|\approx\frac{4\pi}{\sqrt h}\,e^{-\pi^2/h}.
\label{eq:alias}
\end{equation}
At $h=1$ the measured largest error is $6.50\times10^{-4}$, as the Gamma-function formula predicts. Terms with $|m|\ge2$ are smaller by further exponential factors.

The sum must also be cut off. Points below $s_{\min}$ contribute at most
\[
hy\sum_{k\ge1}e^{s_{\min}-kh}=ye^{s_{\min}}\frac{h}{e^h-1}\le Re^{s_{\min}} .
\]
Above $s_{\max}$, with $e^{s_{\max}}>1$, $g$ decreases because $dg/ds=(1-u)ue^{-u}<0$. The omitted sum is then at most the integral of $g$ from $s_{\max}$, which is $e^{-ye^{s_{\max}}}\le e^{-e^{s_{\max}}}$. Allow $\eta/4$ for each tail and $\eta/2$ for the step error. Up to rounding to an integer,
\begin{equation}
n_{\rm trap}\approx1+\frac1h\left[\ln\frac{4R}{\eta}+\ln\ln\frac4\eta\right].
\label{eq:ntrap}
\end{equation}
By \eqref{eq:alias}, $1/h$ grows as $\pi^{-2}\ln(1/\eta)$ to leading order. Hence $n_{\rm trap}=O\{\ln(1/\eta)[\ln R+\ln(1/\eta)]\}$, and the best rule cannot need more points than this one.

For frozen-core O$_2$, \eqref{eq:alias} gives $h\approx0.605$ and the bracket in \eqref{eq:ntrap} is $17.39+2.65=20.04$, so that $1+20.04/0.605\approx34.1$, or $35$ points after rounding up. The best rule needs seven, so the explicit rule supplies only an upper bound and is a poor choice in practice. The bound is not the growth law of the best rule: in the table above its error falls by a nearly constant factor per added point, so over that range $n$ grows about linearly in $\ln(1/\eta)$ at fixed $R$.

Now take $M$ non-interacting copies. Couplings between pairs on different molecules vanish, so $|E|$ is multiplied by $M$ while $R$ is unchanged. A fixed total error then requires $\eta\propto1/M$. For $M=1,10,100$ and a total error of one microhartree, the best rules need $7,9,10$ points with frozen cores and $9,10,11$ with all electrons. At fixed total error and bounded $R$, the cost is thus bounded by fourth order times $\ln^2N$. At fixed error per molecule and fixed $R$, $\eta$ and $n$ are constant and the scaling is of fourth order.

\section{Guidance}

\begin{enumerate}
\item Find $x_{\min}$ and $x_{\max}$ from the orbitals that are correlated: add the smallest gaps of the two spins, then the largest. Freezing cores lowers $x_{\max}$. In the O$_2$ example it saves two points for one molecule and one microhartree in $E$, and one point for ten or a hundred copies or for one microhartree in $cE$.
\item Set $\eta=\delta/(c|E|)$, where $\delta$ is the error allowed in the double-hybrid energy. For B2PLYP the bounds in the table are multiplied by $0.27$. With all electrons, eight points then suffice for one microhartree, since $0.27\times1.89=0.51$. With frozen cores six do not carry the guarantee, since $0.27\times7.97=2.2$.
\item Use the smallest $n$ whose best rule for this $R$ meets $\eta$. In the example each added point lowers the bound by a factor of about $8$ at $R=24$ and about $6$ at $R=56$, so one or two spare points are a cheap margin.
\item For an energy difference, add the bounds of the energies involved, each multiplied by the magnitude of its coefficient. For $E_B-2E_A$, the bound for $A$ counts twice.
\item Recompute the rule when a changed gap takes denominators outside the interval for which it was made. While they stay inside, its $\eta$ still holds. As $x_{\min}$ approaches zero, $R$ diverges, and \eqref{eq:E} may itself diverge if the couplings stay finite. If a denominator is zero or negative, the integral in \eqref{eq:laplace} diverges. A rule with positive weights cannot reproduce a negative $1/x$ at any $n$, and the bound \eqref{eq:bound}, which needs $K^2/x\ge0$, no longer applies.
\item Do not read a converged quadrature as a converged energy. In O$_2$ the seven-point error is $0.16$ microhartree and the fitting error $48$. More points cannot reduce the fitting error; that takes a more accurate fitting basis or unfitted integrals. The error of the orbital basis is separate from both.
\end{enumerate}

\section*{Calculated quantities}
\begin{verbatim}
trapezoid h=1: max relative error 6.4998e-04
  Gamma-function formula 6.4997e-04
measured cost exponents on doubling the size:
  fitting 4.000, Laplace 3.952, direct 4.943
O2 bond length 2.28 bohr, <S^2> = 2.0188
orbital functions 60, fitting functions 162
SCF part of B2PLYP energy -150.146508 hartree
FROZEN CORE
 E, four-centre integrals -0.3745888 hartree
 E, fitted integrals      -0.3745413 hartree
 fitting error 47.56 microhartree
 0.27 E (B2PLYP weight) -0.1011261 hartree
 denominators 1.1642 to 27.7531 hartree, R=23.84
 allowed relative error 2.670e-06
 n, relative error, bound and actual error (microhartree)
  3 1.025e-02  3840.6523   333.2278
  4 1.339e-03   501.5497   -20.1030
  5 1.703e-04    63.8005    -1.3316
  6 2.129e-05     7.9735    -0.5120
  7 2.627e-06     0.9841     0.1649
 observed error stays below 1 microhartree from n=6
 points for 1, 10, 100 molecules (total 1 microhartree):
  optimal 7 9 10  trapezoid 35 44 55
 pairs alpha 357, beta 265; equal cost near 7.5 molecules
 t_k and w_k (1/hartree):
  0.019660 0.050958
  0.108269 0.129691
  0.290385 0.243242
  0.621482 0.438415
  1.224144 0.807158
  2.354503 1.541287
  4.613257 3.267064
ALL ELECTRONS
 E, four-centre integrals -0.3950002 hartree
 E, fitted integrals      -0.3949510 hartree
 fitting error 49.22 microhartree
 0.27 E (B2PLYP weight) -0.1066368 hartree
 denominators 1.1642 to 64.6474 hartree, R=55.53
 allowed relative error 2.532e-06
 n, relative error, bound and actual error (microhartree)
  3 2.803e-02 11068.8028 -1763.7720
  4 5.129e-03  2025.8610   253.2744
  5 9.155e-04   361.5973   -27.6144
  6 1.606e-04    63.4208    -1.4249
  7 2.781e-05    10.9851    -0.4418
  8 4.773e-06     1.8850     0.2406
  9 8.131e-07     0.3211     0.0062
 observed error stays below 1 microhartree from n=7
 points for 1, 10, 100 molecules (total 1 microhartree):
  optimal 9 10 11  trapezoid 36 46 57
 pairs alpha 459, beta 371; equal cost near 7.1 molecules
\end{verbatim}
